# Electron wind force on a delta barrier in a ballistic wire

**Q.** The wind force of electromigration can be pictured as friction from a drifting electron gas. A ballistic wire has no friction. What could push on an atom in it?

**A.** Reflection. An electron that turns back at the atom has changed its momentum, and the atom takes up the difference.

Take a wire with one transverse mode, free electrons of mass $m$, and an atom at $X$ that acts on them through $g\,\delta(x-X)$. Scattering is elastic and coherent, and the reservoirs at the ends absorb every electron that reaches them. The voltage $V$ is measured between the reservoirs, with $e>0$. The left one fills its outgoing states up to $E_F+eV/2$, the right one up to $E_F-eV/2$, so electrons flow to the right. Forces to the right are positive. In formulas, $eV$ is the product of charge and voltage; after a number, eV is the unit.

**Q.** Start with one electron, then. How much of it is reflected?

**A.** Put $X=0$ and send in a wave of unit amplitude from the left:

$$\psi=e^{ikx}+r\,e^{-ikx}\ (x<0),\qquad \psi=t\,e^{ikx}\ (x>0).$$

Continuity gives $1+r=t$. Integrating the Schrödinger equation across the origin leaves the kinetic and the delta term,

$$-\frac{\hbar^2}{2m}\left[\psi'(0^+)-\psi'(0^-)\right]+g\,\psi(0)=0,$$

so the slope jumps by $2\kappa\psi(0)$, with $\kappa=mg/\hbar^2$. Here $\psi'(0^+)=ikt$, and $\psi'(0^-)=ik(1-r)=ik(2-t)$. Hence

$$ik(2t-2)=2\kappa t\;\Rightarrow\; t(ik-\kappa)=ik\;\Rightarrow\; t=\frac{k}{k+i\kappa},\quad r=t-1=\frac{-i\kappa}{k+i\kappa}.$$

The probabilities are

$$T=|t|^2=\frac{k^2}{k^2+\kappa^2},\qquad R=|r|^2=\frac{\kappa^2}{k^2+\kappa^2},\qquad R+T=1.$$

**Q.** You could now multiply $R$ by $2\hbar k$, but that treats the electron as a ball. What is the force by definition?

**A.** The atom's coordinate enters the Hamiltonian through $U(x-X)$. The rate of change of the atom's momentum is $-\partial H/\partial X$. Since $\partial U(x-X)/\partial X=-U'(x-X)$, its expectation value at $X=0$ is

$$f=\int n(x)\,U'(x)\,dx,\qquad n=|\psi|^2 .$$

The sign is sensible: electrons piled up on the left flank of a repulsive barrier, where $U'>0$, push it to the right.

**Q.** For a delta this becomes $-g\,n'(0)$, and $n'$ is discontinuous there. Which slope do you take?

**A.** The mean of the two, which follows if the delta is the limit of a narrow barrier. Integrate by parts: $f=-\int n'U\,dx$. Inside a very narrow barrier $\psi$ hardly changes from $\psi(0)$, but its slope does. With $S(x)=\int_{-\infty}^{x}U\,dx'$, which rises from 0 to $g$,

$$\psi'(x)=\psi'(0^-)+\frac{2m}{\hbar^2}\psi(0)S(x),\qquad n'(x)=2\,\mathrm{Re}\,\psi^*\psi'=n'(0^-)+\frac{4m}{\hbar^2}|\psi(0)|^2S(x).$$

Because $U=S'$, we have $\int US\,dx=g^2/2$, so

$$\int n'U\,dx=g\left[n'(0^-)+\frac12\cdot\frac{4mg}{\hbar^2}|\psi(0)|^2\right].$$

The second term in the bracket is half the jump of $n'$, so the bracket is the mean slope, whatever the shape of the narrow barrier.

On the right $n=T$ is constant, so $n'(0^+)=0$. The jump is $4\kappa|\psi(0)|^2=4\kappa T$, so $n'(0^-)=-4\kappa T$ and the mean is $-2\kappa T$. Therefore

$$f=2g\kappa T=\frac{2\hbar^2}{m}\kappa^2T=\frac{2\hbar^2k^2}{m}R .$$

The last step uses $\kappa^2T=k^2R$. For unit amplitude $f$ has the dimension of energy; multiplied by the incident density, it is a force.

**Q.** The left side holds a standing wave. Does its interference carry momentum that the ball picture misses?

**A.** No, once the full momentum flux is used. For a stationary state define

$$\Pi=\frac{\hbar^2}{2m}\left(|\psi'|^2-\mathrm{Re}\,\psi^*\psi''\right).$$

Differentiating, two of the terms combine:

$$\Pi'=\frac{\hbar^2}{2m}\mathrm{Re}\left(\psi'^*\psi''-\psi^*\psi'''\right).$$

Insert $\psi''=(2m/\hbar^2)(U-E)\psi$ and its derivative. The terms with $U-E$ have equal real parts and cancel, leaving $\Pi'=-nU'$. Thus $f=\Pi_{\rm left}-\Pi_{\rm right}$ for a barrier of any shape between flat regions of equal potential.

In a flat region $\psi''=-k^2\psi$, and $\Pi=(\hbar^2/2m)(|\psi'|^2+k^2|\psi|^2)$. On the left,

$$|\psi'|^2+k^2|\psi|^2=k^2\left(|e^{ikx}-re^{-ikx}|^2+|e^{ikx}+re^{-ikx}|^2\right)=2k^2(1+R),$$

so the interference terms drop out. On the right the sum is $2k^2T$. Hence

$$f=\frac{\hbar^2k^2}{m}(1+R-T)=\frac{2\hbar^2k^2}{m}R,$$

which agrees with the definition.

This was tested by integrating the Schrödinger equation through Gaussian barriers with $g=0.15$ eV nm and $k=6.04$ nm$^{-1}$. For a width of 0.05 nm the integral $\int nU'dx$ and the expression $2R\hbar^2k^2/m$ are both 0.47001 eV. For widths of 0.001 and 0.0005 nm, $R$ differs from the delta value by 0.39 % and 0.20 %, an error that halves with the width.

**Q.** Now fill the wire. Both reservoirs inject electrons, most of them far below the Fermi level. Why don't those matter?

**A.** Their pushes cancel in pairs. Incoming states of unit amplitude have the density $dk/2\pi$ per unit length for each spin. With two spins and $dE=(\hbar^2k/m)\,dk$, the left reservoir contributes

$$dF=2\cdot\frac{dk}{2\pi}\cdot\frac{2\hbar^2k^2}{m}R
=2\cdot\frac{1}{2\pi}\frac{m\,dE}{\hbar^2k}\cdot\frac{2\hbar^2k^2}{m}R=\frac{2}{\pi}\,kR\,dE .$$

The barrier is symmetric, so electrons from the right at the same energy give the same amount with the opposite sign. With occupations $f_L$ and $f_R$,

$$F=\frac{2}{\pi}\int k(E)\,R(E)\,[f_L(E)-f_R(E)]\,dE .$$

Where both reservoirs are full the bracket is zero. At zero temperature it is 1 in a window of width $eV$ around $E_F$. If $kR$ hardly varies there,

$$\boxed{F=\frac{2eV\,k_F\,R}{\pi}},\qquad R=\frac{\kappa^2}{k_F^2+\kappa^2}.$$

Here $k_F$ is a wave number, which is why no $\hbar$ appears. The ball picture agrees: $2eV/h=eV/(\pi\hbar)$ electrons arrive per second in the window, a fraction $R$ turns back, and each delivers $2\hbar k_F$.

**Q.** Your counting assumes that reservoirs fill scattering states. Does the force appear if one starts with two unequal electron gases and lets them evolve?

**A.** It does in a numerical test that uses neither scattering states nor that counting. Take a lattice of 801 sites with hopping, spacing and $\hbar$ set to 1, $k_F=0.3$, and a barrier on the central site. Fill the levels with a potential step that gives the left side the higher filling by a bias of 0.01, at temperature 0.003. Then remove the step and average the force between times 300 and 1000. On the lattice the force on the barrier is the lattice momentum $\sin k$ that it takes from the electrons per unit time; $\sin k$ approaches $k$ for small $k$.

For a barrier with $R=0.308$ the force is $5.91\times10^{-4}$, against $5.88\times10^{-4}$ from the law. For $R=0.640$ it is $1.216\times10^{-3}$, against $1.222\times10^{-3}$. The differences are below 1 %. The particle currents agree with $eVT/(\pi\hbar)$ to about 1 % and 2 %. Since $\sin k$ and $k$ differ by about $k^2/6=1.5$ % here, errors of this order are expected.

**Q.** What happens at the extremes of barrier strength?

**A.** For a weak barrier, $\kappa\ll k_F$, we have $R\approx\kappa^2/k_F^2$ and

$$F\approx\frac{2eV\kappa^2}{\pi k_F}.$$

The force is quadratic in $g$, so by this law an attractive and a repulsive delta of equal strength are pushed alike. The attractive one also has a bound state, but its density is even about the atom and exerts no force.

For an impenetrable barrier, $R\to1$ and $F\to(2k_F/\pi)\,eV=n_0\,eV$, where $n_0=2k_F/\pi$ is the electron density. This is the pressure difference of two gases at rest, because $dP=n\,d\mu$ at zero temperature. A force therefore remains when no current flows.

At fixed current the dependence is different. With $I=(2e^2/h)TV$, insert $V=hI/(2e^2T)$:

$$F=\frac{2ek_FR}{\pi}\cdot\frac{hI}{2e^2T}=2\hbar k_F\,\frac{R}{T}\,\frac{I}{e}.$$

The growth as $T\to0$ reflects the growing voltage needed to hold the current. The formula is derived for small bias. Beyond $eV=2E_F$ the assumed bias window would reach below the band bottom, so the derivation no longer applies.

**Q.** How small is small?

**A.** Write $G(E)=kR$. The difference $f_L-f_R$ is a box of width $eV$ smeared by the thermal function $-\partial f/\partial E$. It has area $eV$, is centred on $E_F$ if the chemical potentials are held at $E_F\pm eV/2$, and has variance $(eV)^2/12+\pi^2(k_BT_e)^2/3$, where $T_e$ is the temperature. Expanding $G$ to second order gives

$$F=\frac{2eV}{\pi}\left\{G+\frac{G''}{2}\left[\frac{(eV)^2}{12}+\frac{\pi^2(k_BT_e)^2}{3}\right]+\dots\right\}_{E_F}.$$

The linear term vanishes because the window is centred. For the delta put $y=k^2$, which is proportional to $E$, so that $G=\kappa^2\sqrt y/(y+\kappa^2)$. Then

$$\frac{dG}{dy}=\frac{\kappa^2(\kappa^2-y)}{2\sqrt y\,(y+\kappa^2)^2}.$$

Differentiate once more and divide by $G$:

$$\frac{1}{G}\frac{d^2G}{dy^2}=\frac{1}{2y(y+\kappa^2)}\left[-1-(\kappa^2-y)\left(\frac{1}{2y}+\frac{2}{y+\kappa^2}\right)\right].$$

Multiply by $y^2$ and use $y/(y+\kappa^2)=T$, $\kappa^2/y=R/T$ and $(\kappa^2-y)/(y+\kappa^2)=2R-1$:

$$\frac{E^2G''}{G}=\frac T2\left[-1-\frac{R}{2T}+\frac12-2(2R-1)\right]=\frac{3T-8RT-R}{4}.$$

The relative error of the linear law from bias is this number times $(eV)^2/(24E_F^2)$. A resonant barrier, whose $R$ changes within the window, can break the law at a much smaller bias.

**Q.** Electrons repel one another. They will screen the charge that piles up in front of the barrier. Doesn't that remove the force?

**A.** It moves the force into another term of the balance. Average over the interference ripples, and let $v=\hbar k_F/m$. Relative to equilibrium, the left reservoir has extra electrons in an energy range $eV/2$, and the right one lacks as many. On the left side of the barrier the extra density is

$$\delta n_L=\frac{1}{\pi\hbar v}\,(1+R-T)\,\frac{eV}{2}=\frac{R\,eV}{\pi\hbar v},$$

and on the right it is $-\delta n_L$. Raising the band bottom by $W$ lowers the density $2k/\pi$ by $2W/(\pi\hbar v)$. Neutrality then requires $W_L=R\,eV/2$ and $W_R=-R\,eV/2$: the band bottom drops by $R\,eV$ across the barrier. The rest of the voltage drops at the contacts.

At the Fermi level each electron contributes $mv^2$ to the momentum flux, whichever way it moves. To first order the change of flux is thus $mv^2$ times the change of density, and both vanish together. Now balance the momentum of the electrons in a region around the atom. The flux difference is zero, the band drop pushes them to the right with $n_0R\,eV$, and the barrier pushes them back with $-F$. In a steady state

$$F=n_0\,R\,eV=\frac{2k_F}{\pi}R\,eV,$$

the same force as before. This step assumes that the drop is spread smoothly enough for the carriers in it to have the mean density $n_0$. A drop confined to the depleted or rippled region next to the atom needs a self-consistent calculation.

The neutrality conditions were also solved numerically, with scattering from the delta plus a band step. For $R=0.0960$ and $V=0.01$ V the drop is 0.9598 meV, equal to $R\,eV$ to the digits shown.

**Q.** Put numbers to it. Is this force of any consequence in a real conductor?

**A.** Choose model parameters in the regime of a gold atomic chain: a rough spacing $a=0.26$ nm, one s electron per atom, the free mass, a defect of strength $g=0.15$ eV nm, and $V=0.1$ V. One electron per atom means $2k_F/\pi=1/a$, so

$$k_F=\frac{\pi}{2a}=6.04\ \mathrm{nm^{-1}},\qquad \kappa=\frac{0.15}{0.0762}\ \mathrm{nm^{-1}}=1.97\ \mathrm{nm^{-1}},$$

$$R=\frac{1.97^2}{6.04^2+1.97^2}=0.096,\qquad F=\frac{2(0.1)(6.04)(0.096)}{\pi}=0.037\ \mathrm{eV/nm}=5.9\ \mathrm{pN}.$$

The current is 7.0 µA. About $4.8\times10^{13}$ electrons arrive per second in the bias window, and one in ten turns back.

With $E_F=1.39$ eV the curvature factor above is 0.48. The predicted bias error is $0.48\times0.1^2/(24\times1.39^2)=1.0\times10^{-4}$, and the full integral gives 0.0104 %. At 300 K the deviation is 0.038 %, and at a bias of 1 V and zero temperature it is 1.1 %. These figures hold for a window centred on $E_F$; at 0.1 V, a window wholly above or below $E_F$ changes the force by about 1.5 %. The linear law is therefore adequate within this model.

**Q.** Within this model. What does a real chain do that the model leaves out?

**A.** Gold chains conduct close to one quantum $2e^2/h$, so a single nearly open channel is a fair starting point. The force, however, is more sensitive to the contacts than the conductance is. If a contact about 1 nm from the defect coherently reflects 1 % of the electrons, the reflected amplitude is 0.1, and its interference with the wave scattered by the defect can raise or lower the wind force by about a quarter, while the conductance changes by only 5 to 7 %. This figure is for one such contact and a window centred on $E_F$. With the contact on the left, the change is under a tenth for a window wholly above $E_F$ and nearly 60 % for one wholly below, and two such contacts can change the force by about half. The same interference also gives a static force at zero bias, which can be as large as the wind force here. It belongs to the equilibrium forces on the atom and is not part of $F$. The formula assumes contacts without such reflection. The defect strength is a free choice. The force that breaks such a chain is roughly 1.5 nN, so 5.9 pN is about 0.4 % of it. In this model the wind alone would not pull the chain apart at 0.1 V, though a small force can still bias thermally activated jumps.

The model also leaves out the direct force. The field that drives electrons to the right pushes a positive ion to the left. If the barrier's share of the voltage, $RV$, drops over a rough 0.5 nm, a unit ion charge feels $0.096\times0.1/0.5=0.019$ eV/nm, or 0.52 of the wind force. A drop this short is only about half a Fermi wavelength ($2\pi/k_F=1.04$ nm), so the condition of a smooth drop used above is not met, and the wind force itself can change by some ten percent. For a linear drop over 0.5 nm it is about 12 % lower for a repulsive delta, which depletes the density nearby, and about 11 % higher for an attractive one. The net force could thus be half of $F$ or less. This is an estimate of size, since the charge and the drop length are both uncertain.

The atom also has a finite extent. A Gaussian of width 0.05 nm with the same area has $R=0.084$, which lowers the force by 12 % at fixed voltage. This width is small for an atom, and $R$ falls quickly with width: at 0.1 nm the force is about 60 % lower. The law still holds with the actual $R$. The much narrower Gaussians had $R$ slightly above the delta value, so the dependence on width is not monotonic.

**Q.** And the crystal? Electrons in a chain carry crystal momentum, not the momentum of free particles.

**A.** Far from the defect, a reflected wave packet changes its mean mechanical momentum by $2mv$, where $v$ is its group velocity. That is the total impulse given to the defect and the other atoms. In a cosine band with hopping $\tau$ the velocity is $(2\tau a/\hbar)\sin ka$. At half filling $k_Fa=\pi/2$ and the sine is 1. With a rough $\tau=1$ eV,

$$\frac{mv}{\hbar k_F}=\frac{2\tau a}{(\hbar^2/m)\,k_F}=\frac{2(1.0)(0.26)}{(0.0762)(6.04)}=1.13 .$$

At the same $R$ the total impulse is thus close to the free-electron value; the rough $\tau$ does not settle the small difference. How it is divided between the defect and its neighbours is beyond this model.

Phonons also turn electrons back. With a rough backscattering probability of 0.01 along the chain, they transfer about a tenth as much momentum as the defect does, spread over the other atoms. Chains much longer than the mean free path leave the ballistic regime altogether, and the voltage between the reservoirs then no longer fixes the force on one atom by this formula. The numerical output below lists the direct-force, 0.05 nm width, crystal-momentum and phonon estimates with their inputs.

## Numbers as computed

```
chain spacing (rough input)       0.26 nm
barrier strength g (input)        0.15 eV nm
bias V (input)                    0.10 V
hbar^2/m                          0.07620 eV nm^2
Fermi wave number k_F             6.0415 1/nm
Fermi energy, free mass           1.3906 eV
kappa                             1.9685 1/nm
reflection probability R          0.09598
current                           7.004 microampere
electrons arriving in bias window 4.8360e+13 1/s
wind force F                      0.03691 eV/nm
wind force F, converted           5.914 pN
Gaussian barriers of equal area:
 width 0.0500 nm: R 0.08449, off delta 11.963 %
  force 0.470010, 2R hbar^2k^2/m 0.470010 eV
 width 0.0010 nm: R 0.09635, off delta 0.389 %
  force 0.535951, 2R hbar^2k^2/m 0.535951 eV
 width 0.0005 nm: R 0.09617, off delta 0.198 %
  force 0.534930, 2R hbar^2k^2/m 0.534930 eV
Lattice evolution (hopping=spacing=hbar=1):
 k_F 0.30, bias 0.010
 R 0.3077: force 5.9100e-04, law 5.8765e-04
  particle current 2.1809e-03, law 2.2037e-03
 R 0.6400: force 1.2160e-03, law 1.2223e-03
  particle current 1.1227e-03, law 1.1459e-03
Neutral wire:
 band drop at 0.01 V 0.95976 meV, R eV 0.95976 meV
 band drop at 0.1 V                9.5973 meV
 momentum-flux difference, 0.1 V   1.38e-06 eV/nm
 force on barrier at 0.1 V         0.03691 eV/nm
Change of F from neglected effects:
 finite bias 0.1 V, 0 K          +0.0104 %
 finite bias 1.0 V, 0 K          +1.0701 %
 bias 0.1 V and   4 K             +0.0104 %
 bias 0.1 V and 300 K             +0.0378 %
 barrier width 0.05 nm, via R      -12.0 %
voltage-drop length (rough input)  0.5 nm
direct force, unit ion charge      0.01920 eV/nm
direct force / wind force          0.52
hopping (rough input)              1.0 eV
mechanical / crystal momentum      1.13
phonon backscattering (rough input) 0.01
phonon / barrier backscattering    0.10
```
